\section*{The Dirac-Coulomb-Breit Hamiltonian: frame dependence and validity through order alpha squared}

\section{What symmetry allows}

Two electrons collide slowly while the pair drifts with velocity $c\boldsymbol\beta$. Let $R$ be the first-order scattering amplitude of an approximate interaction divided by the Lorentz-invariant amplitude of one-photon exchange. In the slow limit $R$ is a scalar built from $\boldsymbol\beta$ and the direction $\hat{\mathbf q}$ of the momentum transfer. Exchanging the labels of the electrons reverses $\mathbf q$ but not $\boldsymbol\beta$, so $R$ is even in $\boldsymbol\beta\cdot\hat{\mathbf q}$. It can depend only on
\begin{equation}
\beta_\parallel^2=(\boldsymbol\beta\cdot\hat{\mathbf q})^2,\qquad
\beta_\perp^2=\beta^2-\beta_\parallel^2 .
\end{equation}
The Breit interaction is magnetic and instantaneous. Its error needs a current across $\mathbf q$, hence $\beta_\perp\neq0$, and an energy transfer for the neglected delay to matter, hence $\beta_\parallel\neq0$. The lowest error allowed is therefore proportional to $\beta_\parallel^2\beta_\perp^2$. If its coefficient is not zero, the interaction is not Lorentz invariant, although it is right through second order in the drift speed.

The tempting belief is that a Hamiltonian made of Dirac operators and the Breit interaction must be relativistic in the full sense. The drifting pair is a counter-example.

\section{The interaction and one-photon exchange}

Hartree atomic units are used, with $c=1/\alpha$. The Dirac-Coulomb-Breit (DCB) Hamiltonian for electrons of charge $-1$ in the potential $\phi$ of fixed nuclei is
\begin{align}
H&=\sum_i\left[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+D_ic^2-\phi(\mathbf r_i)\right]
+\sum_{i<j}\left(\frac1{r_{ij}}+B_{ij}\right),\\
B_{12}&=-\frac1{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2
+(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right].
\end{align}
Here $D=\mathrm{diag}(1,1,-1,-1)$, bold $\boldsymbol\alpha$ denotes Dirac matrices, and plain $\alpha$ is the fine-structure constant.

To transform $B$ to momentum space, use $\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r$, which gives
\begin{equation}
\frac{\delta_{ij}+\hat r_i\hat r_j}{2r}=\frac{\delta_{ij}}r-\frac12\partial_i\partial_jr .
\end{equation}
The transform of $1/r$ is $4\pi/q^2$. Since $\nabla^2r=2/r$, the transform of $r$ is $-8\pi/q^4$. With $\partial_i\partial_j\to-q_iq_j$, the tensor becomes $4\pi(\delta_{ij}-\hat q_i\hat q_j)/q^2$. Thus $B$ couples the current components transverse to $\mathbf q$.

Now let a real field carry the interaction. In Coulomb gauge each electron couples through $\boldsymbol\alpha\cdot\mathbf A$, and a mode of wave number $q$ has squared amplitude $2\pi c/q$ per unit volume. Electron 1 gives energy $\omega$ and momentum $\mathbf q$ to electron 2. If electron 1 emits first, the energy denominator is $\omega-cq$; if electron 2 emits first, it is $-\omega-cq$. Together,
\begin{equation}
\frac{2\pi c}{q}\left(\frac1{\omega-cq}+\frac1{-\omega-cq}\right)
=-\frac{4\pi c^2}{c^2q^2-\omega^2}
=-\frac{4\pi}{q^2-\omega^2/c^2}.
\label{orders}
\end{equation}
Setting $\omega=0$ recovers the Breit factor.

For Dirac plane waves $u$, $u'$ define $\rho=u'^\dagger u$ and $\mathbf j=u'^\dagger\boldsymbol\alpha u$. The amplitude is
\begin{equation}
M=4\pi\left[\frac{\rho_1\rho_2}{q^2}
-\frac{\mathbf j_1\cdot\mathbf j_2-(\hat{\mathbf q}\cdot\mathbf j_1)(\hat{\mathbf q}\cdot\mathbf j_2)}{q^2-\omega^2/c^2}\right].
\end{equation}
The free Dirac Hamiltonians before and after emission differ by $c\boldsymbol\alpha\cdot\mathbf q$. Taken between $u'^\dagger$ and $u$, this gives $c\,\mathbf q\cdot\mathbf j_1=\omega\rho_1$, and likewise for electron 2. Hence
\begin{align}
\frac{\rho_1\rho_2}{q^2}
+\frac{\omega^2\rho_1\rho_2}{c^2q^2(q^2-\omega^2/c^2)}
&=\frac{\rho_1\rho_2}{q^2-\omega^2/c^2},\\
M&=4\pi\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{q^2-\omega^2/c^2}.
\label{invariant}
\end{align}
With the normalization $u^\dagger u\propto E$, $(\rho,\mathbf j)$ is a four-vector. The numerator and denominator are then both invariant, apart from rotations of the spin labels.

This calculation used a Hamiltonian with one time. One time is therefore not by itself the fault. At this order, invariance needs the energy transfer $\omega$ in the denominators of both time orderings; DCB sets it to zero there.

\section{The counter-example in full}

Take no nuclei. In the centre-of-mass frame, elastic scattering of equal masses has $\omega=0$, so DCB and one-photon exchange agree there, even for fast electrons. Let the relative motion be slow. The lower spinor components and spin currents then vanish, spin is conserved, and each four-current is proportional to $(1,\mathbf0)$. For opposite spins, the direct and exchange terms lead to different final spin arrangements, so the direct term can be judged alone.

In the frame where the pair drifts, each four-current is proportional to $\gamma(1,\boldsymbol\beta)$, with $\gamma=(1-\beta^2)^{-1/2}$. Zero energy transfer in the old frame means $0=\gamma(\omega/c-\boldsymbol\beta\cdot\mathbf q)$, where $\omega$ and $\mathbf q$ belong to the new frame. Thus $\omega^2/c^2=\beta_\parallel^2q^2$. Apart from a common factor, the invariant, Coulomb and DCB amplitudes are
\begin{equation}
M\to\frac{1-\beta^2}{q^2(1-\beta_\parallel^2)},\qquad
M_{\rm C}\to\frac1{q^2},\qquad
M_{\rm DCB}\to\frac{1-\beta_\perp^2}{q^2}.
\end{equation}
The first ratio is
\begin{equation}
R_{\rm C}=\frac{1-\beta_\parallel^2}{1-\beta^2}
=\frac{1-\beta^2+\beta_\perp^2}{1-\beta^2}
=1+\gamma^2\beta_\perp^2 .
\end{equation}
For the second, $(1-\beta_\perp^2)(1-\beta_\parallel^2)=1-\beta^2+\beta_\perp^2\beta_\parallel^2$, so
\begin{equation}
R_{\rm DCB}=1+\gamma^2\beta_\perp^2\beta_\parallel^2 .
\label{ratio}
\end{equation}

If the drift is along $\mathbf q$, both ratios are one. If it is perpendicular to $\mathbf q$, the Breit term repairs the Coulomb result completely. At other angles a fourth-order error remains.

As an example, let $\boldsymbol\beta$ make $45^\circ$ with $\mathbf q$ in the centre-of-mass frame. The boost stretches the parallel component of $\mathbf q$ by $\gamma$, so $\beta_\parallel^2=\beta^2\gamma^2/(1+\gamma^2)$. At $\beta=0.5$, $\gamma^2=4/3$ and
\begin{align}
\beta_\parallel^2&=0.25\,\frac{4/3}{7/3}=0.142857,\qquad
\beta_\perp^2=0.107143,\\
R_{\rm C}-1&=\tfrac43(0.107143)=0.142857,\\
R_{\rm DCB}-1&=(0.142857)^2=0.020408 .
\end{align}
Errors from explicit Dirac spinors, relative to one-photon exchange, are as follows.
\begin{center}
\begin{tabular}{ccc}
$\beta$ & Coulomb & Coulomb + Breit\\
0.1 & $5.025\times10^{-3}$ & $2.525\times10^{-5}$\\
0.2 & $2.041\times10^{-2}$ & $4.165\times10^{-4}$\\
0.5 & $1.429\times10^{-1}$ & $2.041\times10^{-2}$
\end{tabular}
\end{center}
They agree with the closed forms. When drift and relative speeds are halved together, the errors fall with powers 2.006 and 4.010, close to two and four.

\section{The frame of the nuclei}

An instantaneous interaction joins events at equal times. If two such events are $x$ apart along the direction of motion, a moving frame assigns them times differing by $\gamma\beta x/c$. For $x=1$ bohr and $\beta=0.1$ the gap is $7.33\times10^{-4}$ atomic units of time, about a tenth of the light travel time, $7.30\times10^{-3}$. An interaction instantaneous in one frame is not instantaneous in the other.

Clamped nuclei also select a frame, but this is a different matter. An external field does no harm if its potentials are transformed with the electron. To show this, write the one-electron equation as
\begin{equation}
(P_0-\boldsymbol\alpha\cdot\mathbf P-Dc)\psi=0,\qquad
P_0=\frac{i\partial_t+\phi}{c},\quad \mathbf P=\mathbf p+\frac{\mathbf A}{c}.
\end{equation}
For a boost along $x$, put $\psi'=S\psi$ with $S=\exp(\eta\alpha_x/2)$ and $\tanh\eta=\beta$. Since $\alpha_x$ anticommutes with $\alpha_y$, $\alpha_z$ and $D$,
\begin{align}
S^{-1}DS^{-1}&=D,\qquad S^{-1}\alpha_{y,z}S^{-1}=\alpha_{y,z},\\
S^{-1}S^{-1}&=\gamma(1-\beta\alpha_x),\qquad
S^{-1}\alpha_xS^{-1}=\gamma(\alpha_x-\beta).
\end{align}
Multiply the equation by $S^{-1}$ and insert $\psi=S^{-1}\psi'$. The terms in $P_0$ and $P_x$ become
\begin{equation}
\gamma(P_0+\beta P_x)-\alpha_x\gamma(P_x+\beta P_0)=P_0'-\alpha_xP_x' .
\end{equation}
The form is unchanged. A nucleus at rest has $\mathbf A=0$; in motion it has $\phi'=\gamma\phi$ and $A_x'=\beta\phi'$.

For a 1s electron carried by a point nucleus with $Z=80$ and $\beta=0.3$, the residual of the Dirac equation, relative to $|\phi'\psi'|$, is $6\times10^{-9}$ with both potentials, a finite-difference error. Without $\mathbf A'$ the term $\beta\phi'\alpha_x\psi'$ is unbalanced. Its relative size is $\beta$ because $\alpha_x^2=1$, and the calculation gives 0.3000.

\section{The correct general statement}

The DCB interaction is not Lorentz invariant. Used between positive-energy states, with fixed point nuclei and at fixed $Z$, it supplies the electronic energy through order $\alpha^2$ hartree after the rest energy is subtracted; at order $\alpha^3$ it is incomplete, containing some contributions and lacking others. Nuclear recoil is a separate correction governed by mass ratios.

\subsection{Proof of non-invariance}

Multiply the electron-electron interaction by a number $\lambda$. If the theory were invariant for every $\lambda$, so would be its scattering amplitude, and hence the coefficient of $\lambda$. That coefficient is the first-order amplitude. Equation (\ref{invariant}) is invariant, so $R_{\rm DCB}$ would have to be the same in all frames. It is one in the centre-of-mass frame, but equation (\ref{ratio}) gives another value in a drifting frame. This is a contradiction, so the interaction cannot be invariant at every strength $\lambda$. Since the argument uses scattering amplitudes, a change of variables in the wave function that leaves them unchanged cannot remove it.

\subsection{The order in bound states}

The second part rests on power counting, which fixes orders but not all coefficients. Outer electrons have momenta and energies of order one, and $\boldsymbol\alpha$ acts as $\mathbf p/c$ plus a spin current of the same order. If $H_0$ is the electronic Hamiltonian and $E$ its energy, one ordering of transverse exchange contains
\begin{equation}
-\frac{2\pi}{ck}\,\frac1{ck+H_0-E}
=-\frac{2\pi}{c^2k^2}
+\frac{2\pi(H_0-E)}{c^3k^3}-\cdots .
\label{expand}
\end{equation}
Two orderings of the first term make the Breit interaction, of order $\alpha^2$. The next term is of order $\alpha^3$: the electrons go on interacting while the photon is under way. The expansion fails at $k\sim1/c$, where the photon energy matches atomic energies; that region also gives $\alpha^3$, and the imaginary part is worked out below for one example.

Other processes can be counted in the same way.
\begin{itemize}
\item Two-photon exchange with $k\sim c$ has size $\int d^3k\,k^{-4}c^{-2}\sim c^{3-4-2}=c^{-3}$.
\item When one electron emits and reabsorbs a photon, the leading term is a change of mass, already contained in the observed mass. The remaining loop costs $1/c$ and corrects terms of order $1/c^2$, giving $\alpha^3$.
\item Vacuum polarization costs the same loop factor and changes the Coulomb potential by a relative amount of order $k^2/c^2$, again giving $\alpha^3$.
\end{itemize}
The logarithms and coefficients of these terms are not derived here.

\subsection{Why positive-energy states are required}

Place two electrons at rest at fixed separation $r=1$ bohr. Since $\boldsymbol\alpha$ joins upper to lower components, $B$ connects the level $2c^2$ to $-2c^2$ with a matrix element $b$ of order one:
\begin{equation}
\begin{pmatrix}2c^2&b\\ b&-2c^2\end{pmatrix}
\quad\Rightarrow\quad
\sqrt{4c^4+b^2}=2c^2+\frac{b^2}{4c^2}+\cdots .
\end{equation}
For the spin singlet, $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ and $\sigma_{1z}\sigma_{2z}=-1$, with $z$ along the separation, so $b=-\frac12(-3-1)=2$. The shift is $\alpha^2=5.325\times10^{-5}$ hartree, as diagonalization confirms.

This shift is false. In Dirac's picture the negative-energy states are already filled, so the two electrons cannot drop into them. The Breit form is also not justified for such a step: equation (\ref{orders}) assumes that one electron gains the energy the other loses, whereas here both lose $2c^2$. Projecting on positive energies removes this shift of the same order as the Breit energy itself.

\section{A missing term of order \texorpdfstring{$\alpha^3$}{alpha cubed}}

Consider one 1s and one $2p_z$ electron in hydrogenic orbitals of charge $Z$. Electron repulsion is left out of the orbitals, and spin currents are left out of the exchange. The transition energy is $\omega=3Z^2/8$; put $\kappa=\omega/c$.

For a polarization $\mathbf e$ with $\mathbf e\cdot\mathbf k=0$, integration by parts moves the gradient in the transition current from 2p to 1s, where $\nabla\psi_{1s}=-Z\hat{\mathbf r}\psi_{1s}$. With $a=3Z/2$ and orbital normalization $Z^4/(4\sqrt2\,\pi)$, the current has magnitude
\begin{equation}
\frac{Z^5}{4\sqrt2\,\pi}\left|\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}\,
z\,(\mathbf e\cdot\mathbf r)\frac{e^{-ar}}r\right| .
\end{equation}
The transform of $e^{-ar}/r$ is $4\pi/(k^2+a^2)$, and $r_ir_j$ acts as $-\partial_{k_i}\partial_{k_j}$. The part surviving transversality is $8\pi\delta_{ij}/(k^2+a^2)^2$. The current is thus $|e_z|J(k)$, with
\begin{equation}
J(k)=\frac{\sqrt2\,Z^5}{(k^2+a^2)^2}.
\end{equation}
Summing over polarizations and angles gives $\int d\Omega\,(1-\hat k_z^2)=8\pi/3$. Equation (\ref{orders}), with vertices $\mathbf p/c$, then yields
\begin{equation}
K_T=-\frac4{3\pi c^2}\int_0^\infty dk\,\frac{k^2J(k)^2}{k^2-\kappa^2-i0}.
\label{exchange}
\end{equation}
The $i0$ selects outgoing photons. Write $k^2/(k^2-\kappa^2)=1+\kappa^2/(k^2-\kappa^2)$. The first term is the instantaneous part. Using $\int_0^\infty dk/(k^2+a^2)^4=5\pi/(32a^7)$,
\begin{equation}
K_B=-\frac4{3\pi c^2}\,2Z^{10}\,\frac{5\pi}{32a^7}
=-\frac{160}{6561}Z^3\alpha^2 .
\end{equation}
The imaginary part follows from $\mathrm{Im}\,(k^2-\kappa^2-i0)^{-1}=\pi\delta(k-\kappa)/(2\kappa)$. For $\kappa\ll a$, $J(\kappa)\approx J(0)=\omega d$, where $d$ is the dipole matrix element, because $[H_0,z]=-ip_z$. Therefore
\begin{equation}
\mathrm{Im}\,K_T=-\frac{2\kappa}{3c^2}J(\kappa)^2
\approx-\frac23\alpha^3\omega^3d^2 .
\end{equation}
The remaining real part contains $\kappa^2$. The principal value of $\int_0^\infty dk/(k^2-\kappa^2)$ vanishes, so $J^2$ may be replaced by $J^2-J(\kappa)^2$ and the integral stays finite as $\kappa\to0$. This part is of order $\kappa^2/c^2\sim\alpha^4$. The real $\alpha^3$ term of equation (\ref{expand}) cancels here between the two orderings, whose energy differences are $-\omega$ and $+\omega$.

For $Z=2$, $\omega=1.5$ hartree and $d=0.37247$ bohr, so
\begin{equation}
\mathrm{Im}\,K_T\approx-\tfrac23(3.8859\times10^{-7})(3.375)(0.13873)
=-1.213\times10^{-7}\ \text{hartree}.
\end{equation}
The orbital-current Breit part is $-1.039\times10^{-5}$ and the real retardation $9.68\times10^{-10}$ hartree; Coulomb exchange is $3.414\times10^{-2}$ hartree. The omitted spin currents are not negligible at order $\alpha^2$: in the singlet the spin-spin contact term alone adds an exchange part $\frac{2}{243}Z^3\alpha^2$, a third of $|K_B|$.

The imaginary part has a direct meaning. A state with energy $E-i\Gamma/2$ decays at rate $\Gamma$. For one electron that emits and reabsorbs the photon, the resonant denominator $\omega-ck$ gives the same imaginary part, hence $\Gamma_1=\frac43\alpha^3\omega^3d^2$. Exchange adds $+K_T$ in the spatially symmetric singlet and $-K_T$ in the triplet:
\begin{equation}
\Gamma_{\rm singlet}=2\Gamma_1,\qquad \Gamma_{\rm triplet}=0 .
\end{equation}
Dipole amplitudes to $1s^2$ agree: they are $(d+d)/\sqrt2=\sqrt2\,d$ and $(d-d)/\sqrt2=0$. In numbers, $\Gamma_1=1.003\times10^{10}\ \mathrm{s}^{-1}$ and the singlet rate is $2.006\times10^{10}\ \mathrm{s}^{-1}$. These are values of the model, not of helium. With electron repulsion the 2p electron is screened: $\omega$ is about 0.78 hartree, half the singlet-triplet splitting about 0.005 hartree, and the singlet rate about $1.8\times10^{9}\ \mathrm{s}^{-1}$. The zero for the triplet refers to decay to $1s^2$ without spin currents; in helium the 1s2p triplet lies above the 1s2s triplet and decays to it at about $10^{7}\ \mathrm{s}^{-1}$. The Hermitian DCB Hamiltonian gives real energies to these bound states and cannot contain this part of the electron-electron interaction.

\section{Heavy elements}

In this model Coulomb exchange scales as $Z$, while the three parts of $K_T$ scale at leading order as $Z^3\alpha^2$, $Z^4\alpha^3$ and $Z^5\alpha^4$. Relative to Coulomb exchange they are of order $(Z\alpha)^2$, $(Z\alpha)^3$ and $(Z\alpha)^4$. For $Z=2$ their relative magnitudes are $3.0\times10^{-4}$, $3.6\times10^{-6}$ and $2.8\times10^{-8}$. For $Z=80$ the integral in equation (\ref{exchange}), evaluated without expanding in $\kappa$, gives about 0.49, 0.21 and 0.07.

The values for $Z=80$ are only rough estimates, since nonrelativistic orbitals are poor there. They show that ``correct through $\alpha^2$'' is a statement about powers at fixed $Z$, not a promise of small errors in inner shells of heavy atoms. There $Z\alpha$ is no longer small, and retardation has to be judged by its size. The numerical output gives the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
c = 137.035999 a.u.
simultaneous events 1 bohr apart, frame speed 0.1 c:
  time gap = 7.3341e-04 a.u.
  light travel time over 1 bohr = 7.2974e-03 a.u.
moving nucleus Z = 80, speed 0.3 c, Dirac 1s residual / |phi psi|:
  with phi and A = 5.7e-09; with phi only = 0.3000
smeared Breit tensor zz: position space 0.52971823 a.u.,
  momentum space 0.52971823 a.u.
amplitude error relative to one-photon exchange (spinors | formula):
  drift 0.1 c: beta_par^2 = 0.005025, beta_perp^2 = 0.004975
    Coulomb 0.005025 | 0.005025
    Coulomb+Breit 2.5252e-05 | 2.5252e-05
  drift 0.2 c: beta_par^2 = 0.020408, beta_perp^2 = 0.019592
    Coulomb 0.020408 | 0.020408
    Coulomb+Breit 4.1649e-04 | 4.1649e-04
  drift 0.5 c: beta_par^2 = 0.142857, beta_perp^2 = 0.107143
    Coulomb 0.142857 | 0.142857
    Coulomb+Breit 2.0408e-02 | 2.0408e-02
power of velocity in error: Coulomb 2.006, Coulomb+Breit 4.010
1s2p pair, Z = 2: omega = 1.5000 hartree, dipole = 0.372468 a.u.
  Coulomb exchange = 3.414114e-02 hartree
  instantaneous Breit exchange = -1.038892e-05 hartree
  imaginary retarded part = -1.212922e-07 hartree
  real retardation part = 9.681039e-10 hartree
  powers of alpha: 2.0000, 2.9999, 4.0000
  one-electron decay rate = 1.0029e+10 1/s
  singlet rate = 2.0059e+10 1/s, triplet rate = 3.9e-23 1/s
parts divided by Coulomb exchange (Breit, imaginary, real retardation):
  Z = 2: -3.043e-04, -3.553e-06, 2.836e-08
  Z = 80: -4.869e-01, -2.090e-01, 6.816e-02
unprojected Breit, 1 bohr apart: largest false shift = 5.3251e-05 hartree
  alpha^2 = 5.3251e-05, alpha^3 = 3.8859e-07
\end{verbatim}
